# The Elliott formula for a two-dimensional Wannier exciton: a numerical check

```python
# Two-dimensional Elliott formula, tested against direct calculations.
# Result under test, relative to the free-pair absorption step:
#   A/A0 = 4 Ry sum_n nu^-3 delta(E + Ry/nu^2) + theta(E) S(E),
#   nu = n - 1/2,  S = 2/(1 + exp(-2 pi x)),  x = sqrt(Ry/E) = 1/(k a).
# E: photon energy minus gap; Ry, a: exciton Rydberg and Bohr radius;
# k: relative wave number. Tests of the envelope use Ry = a = 1, where
# the Hamiltonian is -laplacian - 2/r and the free density is 1/(4 pi).
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, solve_banded
from scipy.special import eval_genlaguerre, roots_laguerre

pi = np.pi


def sommerfeld(energy):
    return 2 / (1 + np.exp(-2 * pi / np.sqrt(energy)))


def lorentzian(detuning, half_width):
    return half_width / pi / (detuning**2 + half_width**2)


def elliott_broadened(energy, half_width):
    nu = np.arange(1, 4001) - 0.5
    lines = np.sum(4 / nu**3 * lorentzian(energy + 1 / nu**2, half_width))

    def integrand(e):
        return sommerfeld(e) * lorentzian(energy - e, half_width)
    near = quad(integrand, 0, 20, limit=400)[0]
    far = quad(integrand, 20, np.inf, limit=400)[0]
    return lines + near + far


def bound_s_states(beta=0.6, size=80):
    """Diagonalize -laplacian - 2/r for zero angular momentum.
    Basis: exp(-beta r/2) L_j(beta r), each equal to 1 at the origin.
    Returns energies and probability densities at the origin; only the
    low bound states are used."""
    nodes, weights = roots_laguerre(size + 2)
    root_w = np.sqrt(weights)
    r = nodes / beta
    value = np.zeros((size, len(nodes)))
    slope = np.zeros_like(value)
    for j in range(size):
        poly = eval_genlaguerre(j, 0, nodes)
        dpoly = -eval_genlaguerre(j - 1, 1, nodes) if j > 0 else 0 * nodes
        value[j] = root_w * poly
        slope[j] = root_w * beta * (dpoly - poly / 2)
    measure = 2 * pi / beta
    overlap = measure * (value * r) @ value.T
    kinetic = measure * (slope * r) @ slope.T
    coulomb = -2 * measure * value @ value.T
    energies, vectors = eigh(kinetic + coulomb, overlap)
    return energies, vectors.sum(axis=0)**2


def grid_spectrum(energy, half_width, attraction):
    """Broadened A/A0 from (H - energy - i half_width) G = delta(r), with
    H = -laplacian - 2*attraction/r. Ring-shaped cells are uniform in
    s = sqrt(r), which removes the cusp at the origin. The broadened
    density of states at the origin is Im G(0)/pi."""
    cells, h = 6000, 0.002
    inner = np.arange(cells) * h
    outer = inner + h
    edge = pi * np.arange(1, cells + 1)
    mass = pi * (outer**4 - inner**4)
    coulomb = 4 * pi * attraction * (outer**2 - inner**2)
    bands = np.zeros((3, cells), complex)
    bands[0, 1:] = -edge[:-1]
    bands[1] = 2*edge - pi - coulomb - (energy + 1j*half_width) * mass
    bands[2, :-1] = -edge[:-1]
    source = np.zeros(cells, complex)
    source[0] = 1
    response = solve_banded((1, 1), bands, source)
    return 4 * response[0].imag


def outward_solution(k):
    """Integrate the regular radial solution with phi(0) = 1 outward and
    compare its far amplitude with that of the free solution J0(kr)."""
    start, end = 0.01, 200 / k
    coeff = [1.0, -2.0]
    for j in range(2, 25):
        coeff.append((-2 * coeff[j - 1] - k**2 * coeff[j - 2]) / j**2)
    phi0 = sum(c * start**j for j, c in enumerate(coeff))
    dphi0 = sum(j * c * start**(j - 1) for j, c in enumerate(coeff) if j)

    def rhs(r, y):
        return [y[1], -y[1] / r - (k**2 + 2 / r) * y[0]]
    sol = solve_ivp(rhs, (start, end), [phi0, dphi0], method="DOP853",
                    rtol=1e-10, atol=1e-13)
    assert sol.success
    phi, dphi = sol.y[:, -1]
    u = np.sqrt(end) * phi
    du = np.sqrt(end) * dphi + phi / (2 * np.sqrt(end))
    q = np.sqrt(k**2 + 2 / end + 1 / (4 * end**2))
    return (2 / pi) / (q * u**2 + du**2 / q), phi, end


def free_step(e2, hbar, mass, light, mu, p2, index, omega):
    """Free-pair absorptance, both spins; e2 is the Gaussian e squared."""
    return 4 * pi * e2 * p2 * mu / (index * mass**2 * light
                                    * hbar**2 * omega)


def driven_absorptance():
    """Propagate independent driven pairs and divide the absorbed power by
    the incident intensity. Atomic units: hbar = m = e = 1."""
    light = 1 / const.fine_structure
    gap, mu, p, index, omega = 1.0, 0.5, 0.7, 1.5, 1.6
    dk, dt, coupling = 5e-4, 0.1, 1e-4
    k = (np.arange(3000) + 0.5) * dk
    half_phase = np.exp(-0.5j * (gap + k**2 / (2 * mu)) * dt)
    lower = np.ones(len(k), complex)
    upper = np.zeros(len(k), complex)
    pairs = []
    for step in range(4000):
        angle = coupling * np.cos(omega * (step + 0.5) * dt) * dt
        co, si = np.cos(angle), np.sin(angle)
        upper = upper * half_phase
        lower, upper = co * lower - 1j * si * upper, \
            co * upper - 1j * si * lower
        upper = upper * half_phase
        if step + 1 in (2000, 4000):
            pairs.append(2 * np.sum(k * abs(upper)**2) * dk / (2 * pi))
    rate = (pairs[1] - pairs[0]) / (2000 * dt)
    vector_potential = coupling * light / p
    field = omega * vector_potential / light
    intensity = light * index * field**2 / (8 * pi)
    formula = free_step(1, 1, 1, light, mu, p**2, index, omega)
    return omega * rate / intensity, formula


# Bound energies and densities from diagonalization.
energies, densities = bound_s_states()
nu = np.arange(1, 11) - 0.5
assert np.allclose(energies[:10], -1 / nu**2, atol=1e-6, rtol=0)
assert np.allclose(densities[:10], 1 / (pi * nu**3), rtol=1e-4, atol=0)
print("Diagonalization: n, energy (Ry), density at origin (a^-2)")
for n in (1, 2, 3):
    print(f"  {n}  {energies[n-1]:.6f}  {densities[n-1]:.6f}")

# Weight per line spacing, relative to the free density of states.
print("Line weight / spacing / free density (dimensionless)")
for n in (3, 6, 10):
    spacing = (energies[n] - energies[n - 2]) / 2
    ratio = 4 * pi * densities[n - 1] / spacing
    assert abs(ratio - 2 * (1 - 1 / (n - 0.5)**2)**2) < 1e-3
    print(f"  n = {n}: {ratio:.4f}")


# Ground state in momentum space: integral equation and optical k-sum.
def envelope(k2):
    return (4 + k2)**-1.5


angles = 2 * pi * np.arange(256) / 256
for k in (0.0, 1.3, 3.0):
    def ring(q):
        return 2 * np.mean(envelope(k**2 + q**2 + 2*k*q*np.cos(angles)))
    attraction_term = quad(ring, 0, np.inf, limit=300)[0]
    assert abs(attraction_term / ((k**2 + 4) * envelope(k**2)) - 1) < 1e-6
k_sum = quad(lambda k: k * envelope(k**2) / (2*pi), 0, np.inf)[0]
k_norm = quad(lambda k: k * envelope(k**2)**2 / (2*pi), 0, np.inf)[0]
assert abs(k_sum**2 / k_norm / densities[0] - 1) < 1e-6
print(f"Ground-state density from k-sum: {k_sum**2/k_norm:.6f} a^-2")

# Continuum enhancement and the confluent hypergeometric solution.
print("Outward integration: E (Ry), S numerical, S formula")
for k in (0.1, 0.5, 1.0, 3.0, 10.0):
    numerical, phi_end, r_end = outward_solution(k)
    exact = mp.exp(-1j*k*r_end) * mp.hyp1f1(0.5 + 1j/k, 1, 2j*k*r_end)
    assert abs(complex(exact) - phi_end) < 1e-6
    # The remaining error is the local-wave correction at finite radius.
    assert abs(numerical - sommerfeld(k**2)) < 5e-4
    print(f"  {k**2:.2f}  {numerical:.4f}  {sommerfeld(k**2):.4f}")

# Large-distance form, including the logarithmic phase.
for k in (0.8, 2.0):
    x = 1 / k
    gamma = mp.gamma(0.5 + 1j * x)
    assert abs(abs(gamma)**2 - pi / np.cosh(pi * x)) < 1e-10
    for kr in (5000.0, 5000.8):
        exact = mp.exp(-1j * kr) * mp.hyp1f1(0.5 + 1j*x, 1, 2j * kr)
        amplitude = 2*mp.exp(-pi*x/2) / (abs(gamma)*mp.sqrt(2*kr))
        phase = kr + x*mp.log(2*kr) - pi/4 - mp.arg(gamma)
        assert abs(exact - amplitude*mp.cos(phase)) < 1e-3 * amplitude

# Whole broadened spectrum, with and without the attraction.
width = 0.2
print(f"Broadened A/A0, half width {width} Ry")
print("  E (Ry), grid, Elliott, grid without attraction, free step")
for energy in (-4.0, -1.0, -0.3, 0.0, 0.5, 1.5):
    direct = grid_spectrum(energy, width, 1.0)
    no_pull = grid_spectrum(energy, width, 0.0)
    formula = elliott_broadened(energy, width)
    step = 0.5 + np.arctan(energy / width) / pi
    # The tolerance covers the finite cell size of the radial grid.
    assert abs(direct - formula) < 5e-4 * (1 + formula)
    assert abs(no_pull - step) < 5e-4 * (1 + step)
    print(f"  {energy:.1f}  {direct:.3f}  {formula:.3f}  "
          f"{no_pull:.3f}  {step:.3f}")

# Absolute prefactor of the free-pair absorption.
driven, golden = driven_absorptance()
assert abs(driven / golden - 1) < 0.01
print(f"Driven pairs / golden-rule absorptance: {driven/golden:.4f}")

# Worked example with round model parameters.
mass_ratio, epsilon, gap_ev, momentum_ev = 0.05, 10.0, 1.5, 20.0
index, width_mev = np.sqrt(epsilon), 5.0
mu = mass_ratio * const.m_e
e2 = const.e**2 / (4 * pi * const.epsilon_0)
ry = 1e3 * mu * e2**2 / (2 * epsilon**2 * const.hbar**2) / const.e
radius = 1e9 * epsilon * const.hbar**2 / (mu * e2)
hydrogen = const.physical_constants["Rydberg constant times hc in eV"][0]
assert abs(ry / (1e3 * hydrogen * mass_ratio / epsilon**2) - 1) < 1e-7


def step_at(photon_ev):
    p2 = const.m_e * momentum_ev * const.e / 2
    omega = photon_ev * const.e / const.hbar
    return free_step(e2, const.hbar, const.m_e, const.c, mu, p2,
                     index, omega)


print(f"Model: mu = {mass_ratio} m, epsilon = {epsilon}, "
      f"n_r = {index:.3f}")
print(f"  gap = {gap_ev} eV, 2|p_cv|^2/m = {momentum_ev} eV")
print(f"Exciton Rydberg: {ry:.3f} meV")
print(f"Exciton Bohr radius: {radius:.2f} nm")
print(f"Free step at gap: {100*step_at(gap_ev):.3f} percent")
print(f"Continuum limit at gap: {200*step_at(gap_ev):.3f} percent")
print("Lines: n, E (meV), photon (eV), integrated absorptance (meV)")
for n in (1, 2, 3):
    shift = -ry / (n - 0.5)**2
    photon = gap_ev + shift / 1e3
    area = step_at(photon) * 4 * ry / (n - 0.5)**3
    print(f"  {n}  {shift:.3f}  {photon:.5f}  {area:.4f}")
print("Continuum: E (meV), x, S, absorptance (percent)")
for shift in (1.0, 10.0, 50.0, 100.0):
    factor = sommerfeld(shift / ry)
    value = 100 * factor * step_at(gap_ev + shift / 1e3)
    print(f"  {shift:.0f}  {np.sqrt(ry/shift):.4f}  "
          f"{factor:.4f}  {value:.3f}")
for target in (1.98, 1.5):
    reduced = (pi / np.arctanh(target - 1))**2
    assert abs(sommerfeld(reduced) - target) < 1e-10
    print(f"S = {target} at E = {reduced:.3f} Ry = "
          f"{reduced*ry:.2f} meV")
print(f"With Lorentzian half width {width_mev} meV:")
for name, reduced in (("n = 1 position", -4.0), ("gap", 0.0)):
    photon = gap_ev + reduced * ry / 1e3
    value = elliott_broadened(reduced, width_mev/ry) * step_at(photon)
    print(f"  absorptance at {name}: {100*value:.2f} percent")
print("checks complete")
```

Output:

```
Diagonalization: n, energy (Ry), density at origin (a^-2)
  1  -4.000000  2.546479
  2  -0.444444  0.094314
  3  -0.160000  0.020372
Line weight / spacing / free density (dimensionless)
  n = 3: 1.4112
  n = 6: 1.8700
  n = 10: 1.9559
Ground-state density from k-sum: 2.546479 a^-2
Outward integration: E (Ry), S numerical, S formula
  0.01  2.0001  2.0000
  0.25  2.0000  2.0000
  1.00  1.9963  1.9963
  9.00  1.7807  1.7807
  100.00  1.3042  1.3042
Broadened A/A0, half width 0.2 Ry
  E (Ry), grid, Elliott, grid without attraction, free step
  -4.0  50.966  50.966  0.016  0.016
  -1.0  0.600  0.600  0.063  0.063
  -0.3  2.168  2.168  0.187  0.187
  0.0  2.005  2.005  0.500  0.500
  0.5  2.007  2.007  0.879  0.879
  1.5  1.996  1.996  0.958  0.958
Driven pairs / golden-rule absorptance: 0.9993
Model: mu = 0.05 m, epsilon = 10.0, n_r = 3.162
  gap = 1.5 eV, 2|p_cv|^2/m = 20.0 eV
Exciton Rydberg: 6.803 meV
Exciton Bohr radius: 10.58 nm
Free step at gap: 0.967 percent
Continuum limit at gap: 1.933 percent
Lines: n, E (meV), photon (eV), integrated absorptance (meV)
  1  -27.211  1.47279  2.1431
  2  -3.023  1.49698  0.0781
  3  -1.088  1.49891  0.0168
Continuum: E (meV), x, S, absorptance (percent)
  1  2.6082  2.0000  1.932
  10  0.8248  1.9888  1.910
  50  0.3689  1.8206  1.703
  100  0.2608  1.6747  1.518
S = 1.98 at E = 1.870 Ry = 12.72 meV
S = 1.5 at E = 32.709 Ry = 222.52 meV
With Lorentzian half width 5.0 meV:
  absorptance at n = 1 position: 13.77 percent
  absorptance at gap: 1.94 percent
checks complete
```
